# Finding a positron trapping rate from bulk, vacancy and average lifetimes

**Question**

I have a problem on positron annihilation in a crystal with vacancies. The positron lifetime is 218 ps in the perfect lattice and 270 ps in a vacancy, and the measured average lifetime is 240 ps. I am asked for the trapping rate, in s⁻¹.

I first tried $1/\tau_{av}-1/\tau_b$, on the idea that trapping is an extra way of leaving the bulk, but that is negative. Then I treated 240 ps as a weighted mean of 218 and 270 ps. That gives me a fraction of positrons, not a rate. How do three lifetimes fix a rate, and how far can I trust the answer for a real sample, say silicon?

**Answer**

Your first attempt fails because trapping does not end the positron's life. It moves the positron to a place with fewer electrons, where it lives longer. The lifetime of the free state is indeed shortened by trapping, but the average lifetime also includes the time spent in the vacancy. Your weighted mean is correct, and one more step turns it into a rate.

**The model**

Let $n_b(t)$ be the probability that a positron is alive and free at time $t$, and $n_v(t)$ the probability that it is alive and trapped. The annihilation rates are $\lambda_b=1/\tau_b$ and $\lambda_v=1/\tau_v$. The trapping rate $\kappa$ is the probability per unit time that a free positron is caught by any vacancy in the sample. Then

$$\frac{dn_b}{dt}=-(\lambda_b+\kappa)\,n_b,\qquad \frac{dn_v}{dt}=\kappa\,n_b-\lambda_v n_v,$$

with $n_b(0)=1$ and $n_v(0)=0$. This assumes one kind of vacancy, spread uniformly, a constant $\kappa$, positrons that all start free and thermal, and no escape from the vacancy.

**From lifetimes to rate**

The average lifetime is the mean age at annihilation. With $n=n_b+n_v$, the probability of annihilating between $t$ and $t+dt$ is $-(dn/dt)\,dt$, so

$$\tau_{av}=\int_0^\infty t\left(-\frac{dn}{dt}\right)dt=\big[-t\,n\big]_0^\infty+\int_0^\infty n\,dt=\int_0^\infty n\,dt .$$

The boundary term vanishes because $n$ decays exponentially. Now define the mean times spent free and trapped, $A=\int_0^\infty n_b\,dt$ and $B=\int_0^\infty n_v\,dt$. They obey two equations:

$$A+B=\tau_{av},\qquad \lambda_bA+\lambda_vB=1 .$$

The second says that every positron annihilates once, in one place or the other. Substituting $B=\tau_{av}-A$ into it gives $(\lambda_b-\lambda_v)A=1-\lambda_v\tau_{av}$, and substituting $A=\tau_{av}-B$ gives $(\lambda_b-\lambda_v)B=\lambda_b\tau_{av}-1$. Hence

$$\frac{B}{A}=\frac{\lambda_b\tau_{av}-1}{1-\lambda_v\tau_{av}}=\frac{(\tau_{av}-\tau_b)/\tau_b}{(\tau_v-\tau_{av})/\tau_v}.$$

The trapping rate enters through the vacancy equation. Integrated over all time, its left side is $n_v(\infty)-n_v(0)=0$, so $\kappa A=\lambda_vB$: what enters the vacancies annihilates there. Therefore $\kappa=\lambda_vB/A$, the factor $\tau_v$ cancels, and

$$\boxed{\kappa=\frac{1}{\tau_b}\,\frac{\tau_{av}-\tau_b}{\tau_v-\tau_{av}}}$$

**The numbers**

$$\kappa=\frac{1}{218\ \text{ps}}\times\frac{240-218}{270-240}=4.587\times10^{9}\ \text{s}^{-1}\times0.7333=3.364\times10^{9}\ \text{s}^{-1},$$

or $3.4\times10^9\ \text{s}^{-1}$. As a test, the rate equations were integrated numerically in time, and $\kappa$ was varied until the mean age at annihilation came out at 240 ps. This search also gave $3.364\times10^9\ \text{s}^{-1}$.

The formula needs $\tau_b\le\tau_{av}<\tau_v$. At $\tau_{av}=\tau_b$ it gives $\kappa=0$: no trapping. As $\tau_{av}$ approaches $\tau_v$, $\kappa$ diverges, because nearly every positron is already trapped and further vacancies hardly change the average. Once the gap $\tau_v-\tau_{av}$ is comparable with the measuring error, the data can give no more than a lower limit on $\kappa$.

**What your fraction means**

The fraction annihilating in vacancies is $\eta=\lambda_vB=\kappa A$. Putting $\lambda_vB=\kappa A$ into $\lambda_bA+\lambda_vB=1$ gives $A=1/(\lambda_b+\kappa)$, so

$$\eta=\frac{\kappa}{\lambda_b+\kappa}.$$

Since $A=(1-\eta)\tau_b$ and $B=\eta\tau_v$, the sum $A+B=\tau_{av}$ is your weighted mean, and

$$\eta=\frac{\tau_{av}-\tau_b}{\tau_v-\tau_b}=\frac{22}{52}=0.423 .$$

The missing step was to read $\eta$ as the outcome of a competition between trapping and annihilation in the bulk. Solving for the rate gives $\kappa=\lambda_b\,\eta/(1-\eta)$, the boxed result again.

This fraction is not the intensity found by fitting two exponentials to the lifetime spectrum. The free population is $n_b=e^{-(\lambda_b+\kappa)t}$. Multiplying the vacancy equation by $e^{\lambda_vt}$ turns it into

$$\frac{d}{dt}\left(n_ve^{\lambda_vt}\right)=\kappa\,e^{-(\lambda_b+\kappa-\lambda_v)t},$$

and integrating from zero gives

$$n_v=I_2\left[e^{-\lambda_vt}-e^{-(\lambda_b+\kappa)t}\right],\qquad I_2=\frac{\kappa}{\lambda_b+\kappa-\lambda_v}.$$

Adding $n_b$,

$$n=(1-I_2)\,e^{-t/\tau_1}+I_2\,e^{-t/\tau_v},\qquad \tau_1=\frac{1}{\lambda_b+\kappa}.$$

The lifetime spectrum is $-dn/dt$. Its two components have areas $1-I_2$ and $I_2$, and these areas are the fitted intensities. Here $\tau_1=125.8$ ps, shorter than the bulk lifetime because free positrons are lost in two ways. The intensity is $I_2=3.364/(4.587+3.364-3.704)=0.792$, well above $\eta=0.423$. The trapped population builds up from zero, so it contains a negative short-lived term. That term lowers the short component and leaves the long one with more than the trapped share. The average still agrees: $0.208\times125.8+0.792\times270=26.2+213.8=240$ ps.

**How many digits to trust**

The formula contains two small differences of large numbers. From $\ln\kappa=-\ln\tau_b+\ln(\tau_{av}-\tau_b)-\ln(\tau_v-\tau_{av})$,

$$\frac{\partial\ln\kappa}{\partial\tau_{av}}=\frac{1}{\tau_{av}-\tau_b}+\frac{1}{\tau_v-\tau_{av}},\qquad
\frac{\partial\ln\kappa}{\partial\tau_v}=-\frac{1}{\tau_v-\tau_{av}},\qquad
\frac{\partial\ln\kappa}{\partial\tau_b}=-\frac{1}{\tau_b}-\frac{1}{\tau_{av}-\tau_b}.$$

To first order, an increase of 1 ps changes $\kappa$ by +7.9 % if it is in the average, −3.3 % if in the vacancy lifetime and −5.0 % if in the bulk lifetime. Independent errors of 1 ps in all three add in quadrature to 9.9 %, so $\kappa=(3.4\pm0.3)\times10^9\ \text{s}^{-1}$.

**A real silicon sample**

Your lifetimes are roughly those of silicon with single vacancies. Isolated vacancies in silicon become mobile well below room temperature, so picture a crystal irradiated and measured cold, at 50 K. In a sample kept at room temperature the traps would be other defects, such as vacancies bound to impurities, and $\tau_v$ would have to be theirs.

To get a vacancy concentration $c$, write $\kappa=\mu c/N$, where $N=4.99\times10^{22}\ \text{cm}^{-3}$ is the atomic density and $\mu$ the trapping coefficient. For negative vacancies $\mu$ grows on cooling, so it must be known at the temperature of the measurement. Taking $\mu=2\times10^{15}\ \text{s}^{-1}$ as an illustration gives

$$c=\frac{\kappa N}{\mu}\approx8\times10^{16}\ \text{cm}^{-3}.$$

Doubling or halving $\mu$ moves this to $4\times10^{16}$ or $1.7\times10^{17}\ \text{cm}^{-3}$. The illustrative value is of the order expected near room temperature. For negative vacancies at 50 K it may well be nearer $10^{16}\ \text{s}^{-1}$, which would give $1.7\times10^{16}\ \text{cm}^{-3}$. If $\mu$ is known only to within such a factor, the concentration is much less certain than $\kappa$.

Several effects left out of the model can be sized one at a time, with the quoted average held at 240 ps. An uneven spread of the vacancies is not treated here.

- *Wrong trap.* If the vacancies were larger, with a lifetime of roughly 300 ps as for a divacancy, the denominator would grow from 30 to 60 ps and $\kappa$ would halve, to $1.7\times10^9\ \text{s}^{-1}$. The average alone cannot reveal this. A two-component fit can, since $\tau_1$ would be about 160 ps instead of 126 ps, and the long component 300 ps instead of 270 ps. This holds when the vacancy is the only trap. The ions discussed next add a third component near 218 ps, which a two-component fit largely absorbs, pulling the long lifetime below that of the vacancy.

- *Negative ions.* At low temperature these can hold a positron weakly, with nearly the bulk lifetime. Let the capture rate be $\kappa_s$. The equations for $A$ and $B$ still hold if $A$ now means all the time spent annihilating at rate $\lambda_b$, free or on an ion. If $F$ is the free part, the ion part is $\kappa_s\tau_bF$, so $F=A/(1+\kappa_s\tau_b)$. Since $\kappa F=\lambda_vB$, the true $\kappa$ is larger than the boxed one by the factor $1+\kappa_s\tau_b$. For $10^{16}$ ions per cm³, taken to have the same coefficient as the vacancies, $\kappa_s=0.40\times10^9\ \text{s}^{-1}$ and the correction is +8.7 %. It is proportional to the ions' coefficient, so $10^{16}\ \text{s}^{-1}$ would make it +44 %.

- *Slowing down.* Suppose no trapping occurs during a first interval $t_0$. The two equations for $A$ and $B$ are unchanged, so $\eta$ is still 0.423. But those positrons must come from the fraction $e^{-\lambda_bt_0}$ that survives the delay. Among the survivors the trapped share is $\eta'=\eta e^{\lambda_bt_0}$, and $\kappa=\lambda_b\eta'/(1-\eta')$. A rough delay of 10 ps raises $\kappa$ by 8.4 %; a delay of 25 ps raises it by 23 %.

- *Source signal.* Suppose a fraction $f=0.1\ \%$ of the annihilations, with a lifetime of roughly 1500 ps, comes from the positron source and was not subtracted. The sample's own average is then $(\tau_{av}-f\tau_s)/(1-f)=238.74$ ps, and $\kappa$ falls by 9.5 %.

- *Escape.* With an escape rate $\delta$, the balance becomes $\kappa A=(\lambda_v+\delta)B$, while $A$ and $B$ are unchanged. So $\kappa$ is multiplied by $1+\delta\tau_v$.

To estimate $\delta$, use thermal equilibrium. For dilute positrons of free density $n_f$ and a trap with one bound level at depth $E$, the occupation of a trap is $p=(n_f/n_T)e^{E/kT}$. Here $n_T=(mkT/2\pi\hbar^2)^{3/2}$ is the thermal density of free states, equal to $8.5\times10^{17}\ \text{cm}^{-3}$ at 50 K with the free positron mass. Escape per trap, $\delta p$, must balance capture per trap, $(\mu/N)n_f$, so

$$\delta=\frac{\mu}{N}\,n_T\,e^{-E/kT}.$$

With the illustrative $\mu$ above and the free positron mass, setting $\delta\tau_v=0.01$ gives $E=0.029$ eV. For these values, escape from a vacancy that binds the positron more deeply changes $\kappa$ by less than 1 %. Binding to a vacancy is roughly of the order of 1 eV, so escape from it is negligible here. For the ions, with a rough binding of 0.05 eV, $\delta=3\times10^5\ \text{s}^{-1}$, far below $\lambda_b$, so escape from them can be neglected at this binding. This depends strongly on $E$: at 0.01 eV, $\delta=3\times10^9\ \text{s}^{-1}$ is comparable with $\lambda_b$, and the ion correction shrinks from +8.7 % to about +5 %.

For your exercise, then, the answer is $3.4\times10^9\ \text{s}^{-1}$. For a real sample, you also need to identify the trap, check that the vacancies are spread evenly, subtract the source signal, know the competing traps and measure to picosecond accuracy. Which of these matters most depends on the sample. The ion correction, for example, is proportional to the ion concentration, so ten times the ions assumed above would raise $\kappa$ by about 87 % instead of 8.7 %. The numerical output below lists the values used.

## Calculated quantities

```
bulk lifetime: 218 ps
vacancy lifetime: 270 ps
average lifetime: 240 ps
bulk annihilation rate: 4.587e9 1/s
vacancy annihilation rate: 3.704e9 1/s
ratio (av-bulk)/(vac-av): 0.7333
trapping rate, formula: 3.364e9 1/s
trapping rate, simulation search: 3.364e9 1/s
trapping rate, two figures: 3.4e9 1/s
mean time free: 125.8 ps
mean time trapped: 114.2 ps
fraction annihilating in vacancies: 0.423
short component tau_1: 125.8 ps
intensity I_1: 0.208
intensity I_2: 0.792
I_1*tau_1: 26.2 ps
I_2*tau_2: 213.8 ps
change per +1 ps in average: +7.9 %
change per +1 ps in vacancy: -3.3 %
change per +1 ps in bulk: -5.0 %
independent 1 ps errors combined: 9.9 %
same, absolute: 0.33e9 1/s
temperature: 50 K
thermal energy kT: 4.31 meV
silicon atomic density: 4.99e+22 1/cm^3
trapping coefficient (rough): 2e+15 1/s
coefficient / atomic density: 4.0e-08 cm^3/s
vacancy concentration: 8.4e+16 1/cm^3
same, coefficient doubled: 4.2e+16 1/cm^3
same, coefficient halved: 1.7e+17 1/cm^3
thermal state density n_T: 8.54e+17 1/cm^3
binding for 1 % escape effect: 0.029 eV
ion concentration: 1e+16 1/cm^3
ion binding energy (rough): 0.05 eV
ion capture rate: 0.40e9 1/s
escape rate from ions: 3.1e+05 1/s
kappa with ions: 3.66e9 1/s, +8.7 %
slowing-down delay (rough): 10 ps
kappa with delay: 3.65e9 1/s, +8.4 %
source fraction left in: 0.1 %
source lifetime (rough): 1500 ps
average without source: 238.74 ps
kappa without source: 3.04e9 1/s, -9.5 %
larger trap lifetime (rough): 300 ps
kappa for larger trap: 1.68e9 1/s, -50.0 %
tau_1 for larger trap: 159.5 ps
```
